# Fifth-Power Law for Electron-Phonon Heat Flow in a Clean Metal, part 1

(Sections cited here and not found follow in the second part.)

## 1. A heated copper film

A copper film 100 nm thick lies on a substrate at 4 K and carries 1 MA/cm². With a residual resistivity of 0.657 μΩ cm it dissipates $6.57\times10^{11}$ W/m³. In the model developed here, with the film's phonons held at 4 K, its electrons settle at 6.4 K, a rise of 2.4 K.

Suppose instead that the electrons lost heat in proportion to their temperature rise, with the proportionality constant that the same model gives for very small rises at 4 K. That constant is $8.8\times10^{10}$ W m⁻³ K⁻¹, and the rise would be

$$
\frac{6.57\times10^{11}}{8.8\times10^{10}}\ \text{K}\approx 7.5\ \text{K}.
$$

The smaller rise needs an explanation. The heat flow must grow much faster than linearly as the electrons warm. We shall find that, per unit volume, it is

$$
p=\Sigma\,(T_e^5-T_p^5),
$$

where $T_e$ is the electron temperature, $T_p$ is the phonon temperature, and $\Sigma$ depends on the metal but not on temperature. Positive $p$ means heat flowing from electrons to phonons.

## 2. The model and its conventions

The electrons form a three-dimensional gas with energy $E_k=\hbar^2k^2/2m$, two spin states per wavevector, and number density $n$. Their occupation is the Fermi function

$$
f(E)=\frac{1}{e^{(E-\mu)/k_BT_e}+1}.
$$

At the temperatures of interest $k_BT_e\ll E_F$, so the chemical potential $\mu$ may be set equal to the Fermi energy $E_F=\hbar^2k_F^2/2m$.

The phonons are longitudinal sound waves with frequency $\omega=cq$, up to the Debye wavevector $q_D$. Their occupation at temperature $T$ is the Bose function

$$
n(\omega,T)=\frac{1}{e^{\hbar\omega/k_BT}-1}.
$$

I write $n_e=n(\omega,T_e)$ and $n_p=n(\omega,T_p)$. The first is not a number of electrons. It is the occupation that a phonon mode would have if it were in equilibrium with the electrons.

Giving the electrons one temperature and the phonons another is an assumption. It requires each group to have its equilibrium distribution although the two exchange heat. Section 13 drops this assumption for the phonons, and Section 14 examines it for the electrons.

"Clean" means that an electron travels many phonon wavelengths between collisions with defects. If $\ell$ is the mean free path, the condition is $q\ell\gg1$ for the phonons that carry the heat. Electron wavevector is then well enough defined to be conserved when a phonon is emitted. Umklapp scattering, in which a reciprocal lattice vector is exchanged as well, is left out.

## 3. The displacement in one phonon

Let $V$ be the volume and $\rho$ the mass density. The displacement field is

$$
\mathbf u(\mathbf r)=\sum_{\mathbf q}A_q\hat{\mathbf q}
\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}
+a_{\mathbf q}^{\dagger}e^{-i\mathbf q\cdot\mathbf r}\right).
$$

The unit vector $\hat{\mathbf q}$ expresses longitudinal polarization. The amplitude $A_q$ follows from requiring the elastic energy to be that of quantum oscillators.

The time derivative replaces $a$ by $-i\omega a$ and $a^\dagger$ by $+i\omega a^\dagger$. The kinetic energy $\frac{\rho}{2}\int\dot{\mathbf u}^2d^3r$ therefore contains, for each $\mathbf q$,

$$
\frac{\rho V\omega^2A_q^2}{2}(aa^\dagger+a^\dagger a).
$$

The potential energy is $\frac{\rho c^2}{2}\int(\nabla\cdot\mathbf u)^2d^3r$. The divergence brings down a factor $q$, and $c^2q^2=\omega^2$, so the potential energy contains an equal term.

There are also products such as $a_{\mathbf q}a_{-\mathbf q}$. In the kinetic energy the two time derivatives give $(-i\omega)^2=-\omega^2$, and the polarizations give $\hat{\mathbf q}\cdot(-\hat{\mathbf q})=-1$, so the sign is positive. In the potential energy the two divergences give $(iq)^2=-q^2$, so the sign is negative. The magnitudes agree and these products cancel.

What remains for each mode is

$$
\rho V\omega^2A_q^2(aa^\dagger+a^\dagger a)
=2\rho V\omega^2A_q^2\left(a^\dagger a+\tfrac12\right),
$$

where $aa^\dagger=a^\dagger a+1$ was used. Setting this equal to $\hbar\omega(a^\dagger a+\frac12)$ gives

$$
A_q^2=\frac{\hbar}{2\rho V\omega}.
$$

## 4. The deformation coupling

A slowly varying strain changes the potential energy of an electron by

$$
U(\mathbf r)=D\,\nabla\cdot\mathbf u(\mathbf r),
$$

where $D$ is the screened deformation energy. The divergence is the local fractional increase in volume.

For free electrons $D$ follows from neutrality. Where the lattice expands by a small fraction $\Delta=\nabla\cdot\mathbf u$, the ion density falls to $n(1-\Delta)$. On scales much longer than the screening length, the electron density must fall equally. Since the Fermi energy varies as density to the power $2/3$, its local value becomes

$$
E_F(1-\Delta)^{2/3}\approx E_F-\tfrac23E_F\Delta .
$$

The electrochemical potential, which is the local Fermi energy plus $U$, must be uniform. Hence $U=+\frac23E_F\Delta$, and

$$
D=\tfrac23E_F .
$$

The sign is reasonable: electrons have higher potential energy where the positive ions are thinned out. Only $D^2$ enters the heat flow. Using an equilibrium argument for a moving wave requires the electrons to respond quickly, which is why we need $c\ll v_F$, with $v_F=\hbar k_F/m$ the Fermi velocity.

The divergence of one mode contains $iqA_q$ for absorption and $-iqA_q$ for emission. Apart from occupation factors, the squared matrix element is the same for both:

$$
|M_q|^2=D^2q^2A_q^2
=D^2q^2\frac{\hbar}{2\rho Vcq}
=\frac{\hbar D^2q}{2\rho Vc}.
$$

Strain supplies $q^2$, and the squared displacement supplies $1/q$. This is the origin of a squared coupling proportional to wavevector.

## 5. Emission minus absorption

Consider a mode $\mathbf q$ with occupation $N$. An electron going from $\mathbf k+\mathbf q$ to $\mathbf k$ emits one phonon, and the reverse transition absorbs one. Write $E=E_k$ and $E'=E_{\mathbf k+\mathbf q}$. Energy conservation requires $E'=E+\hbar\omega$ in both cases.

The golden rule is first order in the squared coupling. It gives

$$
\frac{dN}{dt}=\frac{2\pi}{\hbar}|M_q|^2\,2\sum_{\mathbf k}B\,
\delta(E'-E-\hbar\omega),
$$

with

$$
B=f(E')[1-f(E)](N+1)-f(E)[1-f(E')]N .
$$

The factor 2 before the sum counts spin. Each product of Fermi factors requires a filled initial state and an empty final state. The factors $N+1$ and $N$ describe emission, both stimulated and spontaneous, and absorption.

To simplify $B$, set $a=e^{(E-\mu)/k_BT_e}$ and $b=e^{\hbar\omega/k_BT_e}$. Then

$$
f(E)=\frac1{a+1},\qquad f(E')=\frac1{ab+1}.
$$

The difference of occupations is

$$
f(E)-f(E')=\frac{ab-a}{(a+1)(ab+1)}
=\frac{a(b-1)}{(a+1)(ab+1)}.
$$

For emission,

$$
f(E')[1-f(E)]=\frac{a}{(a+1)(ab+1)}
=\frac{f(E)-f(E')}{b-1}
=n_e[f(E)-f(E')].
$$

For absorption,

$$
f(E)[1-f(E')]=\frac{ab}{(a+1)(ab+1)}
=\frac{b}{b-1}[f(E)-f(E')]
=(n_e+1)[f(E)-f(E')].
$$

The last equality uses $b/(b-1)=1+1/(b-1)$. Therefore

$$
\begin{aligned}
B&=[f(E)-f(E')]\,[n_e(N+1)-(n_e+1)N]\\
&=[f(E)-f(E')]\,(n_e-N).
\end{aligned}
$$

The products $n_eN$ have cancelled. We can write

$$
\frac{dN}{dt}=\gamma_q(n_e-N),\qquad
\gamma_q=\frac{2\pi}{\hbar}|M_q|^2S_q,
$$

where

$$
S_q=2\sum_{\mathbf k}[f(E)-f(E')]\delta(E'-E-\hbar\omega).
$$

If $N=n_e$, emission and absorption balance in that mode. If $N<n_e$, the electrons feed it. The rate $\gamma_q$ is also the rate at which an excess phonon population would be absorbed by the electrons.

## 6. Counting the electrons that can take part

Replace the sum over $\mathbf k$ by $V\int d^3k/(2\pi)^3$. Let $s$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. Then

$$
E'-E=\frac{\hbar^2kqs}{m}+\frac{\hbar^2q^2}{2m}.
$$

The azimuthal angle gives $2\pi$, and the prefactor is $2V(2\pi)/(2\pi)^3=V/2\pi^2$. Thus

$$
S_q=\frac{V}{2\pi^2}\int_0^\infty k^2dk\,[f(E)-f(E+\hbar\omega)]
\int_{-1}^{1}ds\,
\delta\!\left(\frac{\hbar^2kqs}{m}+\frac{\hbar^2q^2}{2m}-\hbar\omega\right).
$$

The argument of the delta function changes with $s$ at the rate $\hbar^2kq/m$. The integral over $s$ is therefore $m/(\hbar^2kq)$, provided that the zero lies between $-1$ and $1$. With $\omega=cq$, the zero is at

$$
s_0=\frac{mc/\hbar-q/2}{k}.
$$

An electron can take part if $k\ge|q/2-mc/\hbar|$, that is, if its energy is at least

$$
E_{\min}=\frac{\hbar^2}{2m}\left(\frac q2-\frac{mc}{\hbar}\right)^2 .
$$

Since $k\,dk=(m/\hbar^2)dE$,

$$
S_q=\frac{Vm^2}{2\pi^2\hbar^4q}
\int_{E_{\min}}^\infty[f(E)-f(E+\hbar\omega)]dE .
$$

Shifting the variable in the second term makes its lower limit $E_{\min}+\hbar\omega$. The parts above that limit cancel, leaving

$$
S_q=\frac{Vm^2}{2\pi^2\hbar^4q}
\int_{E_{\min}}^{E_{\min}+\hbar\omega}f(E)\,dE .
$$

The upper limit can be rewritten by using $(x-y)^2+4xy=(x+y)^2$, with $x=q/2$ and $y=mc/\hbar$:

$$
E_{\min}+\hbar\omega=\frac{\hbar^2}{2m}
\left(\frac q2+\frac{mc}{\hbar}\right)^2 .
$$

For long-wavelength phonons and $c\ll v_F$, this lies far below $E_F$, where $f=1$ apart from exponentially small terms. The integral is then $\hbar\omega=\hbar cq$, and

$$
S_q=\frac{Vm^2c}{2\pi^2\hbar^3}.
$$

The wavevector has cancelled. The Pauli principle opens an energy window proportional to $q$, while momentum and energy conservation restrict the angle in proportion to $1/q$.

Near $q=2k_F$ the energy range rises through the Fermi energy and the process shuts off. A wavevector longer than the diameter of the Fermi sphere cannot connect two states on its surface.

## 7. The damping rate

Combining the squared coupling and state sum gives

$$
\gamma_q=\frac{2\pi}{\hbar}\,
\frac{\hbar D^2q}{2\rho Vc}\,
\frac{Vm^2c}{2\pi^2\hbar^3}
=\frac{D^2m^2q}{2\pi\rho\hbar^3}.
$$

Volume and sound speed cancel. The rate is proportional to $q$ and does not depend on $T_e$. That second property will allow the heat flow to separate into a function of $T_e$ minus the same function of $T_p$.

A direct sum over electron states tests both the Pauli algebra and the angular integral. Take units in which $\hbar=m=k_F=1$, so $E_F=0.5$, and choose $c=0.05$, $k_BT_e=0.01$, and $N=n_p$ at $k_BT_p=0.006$. The delta function is replaced by a Gaussian of standard deviation $\eta=0.001q$. The directly computed net rate divided by the formula is 1.0002 at $q=0.3$ and 1.00095 at $q=0.6$. At $q=2.3$, beyond the Fermi-sphere diameter, it is $2.4\times10^{-6}$, so the process has indeed closed.

The small excess at $q=0.6$ can be explained. For a transferred energy $\varepsilon$, the energy integral of $B$ is $\varepsilon[n(\varepsilon)-N]$, where $n(\varepsilon)$ is the Bose occupation at $T_e$. Averaging over a narrow Gaussian adds $\frac12\eta^2$ times its second derivative. Here that addition is $1.30\times10^{-6}$, compared with a central value of $1.37\times10^{-3}$. Their ratio is $9.5\times10^{-4}$, which accounts for the excess.

# Second half: the fifth power, cooling times and interfaces

## 8. Results carried forward

The electrons have mass $m$, Fermi energy $E_F$, Fermi wavevector $k_F$ and temperature $T_e$. Longitudinal phonons have frequency $\omega=cq$ and temperature $T_p$. The mass density is $\rho$, the volume is $V$, and the deformation energy is $D=2E_F/3$ for free electrons. A mode with occupation $N$ obeys

$$
\frac{dN}{dt}=\gamma_q(n_e-N),\qquad
\gamma_q=\frac{D^2m^2q}{2\pi\rho\hbar^3},
$$

where $n_e$ is the Bose occupation at the electron temperature. This form of $\gamma_q$ holds for $q$ well below both $2k_F$ and the screening wavevector $q_s$ of Section 14, with $c\ll v_F$ and $q\ell\gg1$.

## 9. Summing over phonons

Each net emission transfers $\hbar\omega$. If the phonons are held at $T_p$, then $N=n_p$, and the power per unit volume is

$$
p=\int\frac{d^3q}{(2\pi)^3}\hbar\omega\gamma_q(n_e-n_p)
=\frac1{2\pi^2}\int_0^{q_D}q^2dq\,\hbar cq\,\gamma_q(n_e-n_p).
$$

Inserting $\gamma_q$ gives the prefactor

$$
\frac{\hbar c}{2\pi^2}\frac{D^2m^2}{2\pi\rho\hbar^3}
=\frac{D^2m^2c}{4\pi^3\rho\hbar^2}.
$$

At low temperature the Bose functions vanish long before $q_D$, so the upper limit may be moved to infinity. With $x=\hbar cq/k_BT$,

$$
\int_0^\infty q^4n(cq,T)dq
=\left(\frac{k_BT}{\hbar c}\right)^5
\int_0^\infty\frac{x^4dx}{e^x-1}.
$$

Expand $1/(e^x-1)=\sum_{j=1}^\infty e^{-jx}$. Each term integrates to $24/j^5$, so the integral is $24\zeta(5)=24.886$, where $\zeta(5)=\sum_jj^{-5}$. Therefore

$$
p=\frac{D^2m^2c}{4\pi^3\rho\hbar^2}\,24\zeta(5)
\left(\frac{k_B}{\hbar c}\right)^5(T_e^5-T_p^5),
$$

or

$$
\boxed{p=\Sigma(T_e^5-T_p^5),\qquad
\Sigma=\frac{6\zeta(5)D^2m^2k_B^5}{\pi^3\rho\hbar^7c^4}.}
$$

The fifth power can be traced term by term. Three-dimensional mode counting supplies $q^2dq$, phonon energy supplies $q$, and damping supplies another $q$. Since thermal wavevectors scale as $T$, the result scales as $T^5$. A squared coupling proportional to $q$ would not suffice by itself: the electron state sum must also be independent of $q$.

For a small difference $\delta T=T_e-T_p$, the flow is $5\Sigma T_p^4\delta T$. This is the linear law used for comparison in Section 1.

For longitudinal phonons in a clean free-electron metal at low temperature, the heat flow from electrons to phonons is $p=\Sigma(T_e^5-T_p^5)$, with $\Sigma$ given explicitly. It remains to find where this law fails, to work out the copper film's heating and cooling, and to examine phonon escape and the model's other assumptions.
